# Leading-logarithmic parquet summation for the X-ray edge problem: a program that tests the result

```python
# X-ray edge problem, leading-logarithmic parquet sum (spinless, T = 0, static core hole).
# H1 = H0 - U c^+ c, flat band |eps| < xi0, local density rho, g = rho U.
# chi(Om) = int dtau exp(-Om tau) <exp(tau H0) c exp(-tau H1) c^+>, Om below threshold, L = ln(xi0/Om).
# Result under test: terms g^n L^(n+1) sum to chi = rho (exp(2gL)-1)/(2g), absorption ~ (xi0/w)^(2g);
# vertex Gamma(l1,l2;L) = (g/2)[exp(g(2L-l1-l2)) + exp(g|l1-l2|)], l = ln(xi0/line energy);
# forward (a) ladder L/(1-gL); backward (p) ladder -L + 2(L+1/g)ln(1+gL).
# Internally rho = xi0 = 1. "open" = closed fermion loops divided out, "full" = loops kept.
import itertools, math
import numpy as np
import sympy as sp
from scipy.linalg import expm
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE = physical_constants["Hartree energy in eV"][0]
chi_parquet = lambda g, L: (np.exp(2*g*L) - 1)/(2*g)
chi_a = lambda g, L: L/(1 - g*L)
chi_p = lambda g, L: -L + 2*(L + 1/g)*np.log(1 + g*L)
perms = lambda n: list(itertools.permutations(range(1, n + 1)))

class Determinant:
    """All-order open-line factor and loop factor (threshold shift removed)."""
    def __init__(self, eps, v, nocc, g):
        E, U = np.linalg.eigh(np.diag(eps) - g*np.outer(v, v))
        B, C = U[nocc:, nocc:], U[nocc:, :nocc]
        self.En, self.Ep = E[:nocc], E[nocc:]
        self.BC, self.Bv = np.linalg.solve(B, C), np.linalg.solve(B, v[nocc:])
        self.logdetB = np.linalg.slogdet(B)[1]
        self.shift = E[:nocc].sum() - eps[:nocc].sum()
    def at(self, tau):
        p, d = np.exp(-tau*self.Ep/2), np.exp(tau*self.En/2)
        Y = p[:, None]*self.BC*d[None, :]
        K = np.eye(len(p)) + Y @ Y.T
        w = p*self.Bv
        return w @ np.linalg.solve(K, w), np.exp(2*self.logdetB + np.linalg.slogdet(K)[1])

def segments(perm):
    path = (0,) + tuple(perm) + (len(perm) + 1,)
    return list(zip(path[:-1], path[1:]))

def diagram(perm, e, we, hole, wh, Om):
    """Time-ordered open-line diagram with its true energy denominators."""
    segs = segments(perm); m = len(segs)
    val, cuts, sign = 1.0, [Om]*m, 1
    for k, (a, b) in enumerate(segs):
        shape = [1]*m; shape[k] = -1
        en, wt = (e, we) if b > a else (hole, wh)
        sign *= 1 if b > a else -1
        val = val*wt.reshape(shape)
        for j in range(min(a, b), max(a, b)):
            cuts[j] = cuts[j] + en.reshape(shape)
    for D in cuts:
        val = val/D
    return sign*val.sum()

def rule_count(perm):
    """Signed number of energy orderings where the hardest line of each cut is a different line."""
    segs = segments(perm); m = len(segs)
    cover = np.array([[min(s) <= j < max(s) for j in range(m)] for s in segs])
    ranks = np.array(list(itertools.permutations(range(m))))
    top = np.where(cover[None], ranks[:, :, None], -1).argmax(axis=1)
    good = (np.sort(top, axis=1) == np.arange(m)).all(axis=1).sum()
    return (-1)**sum(b < a for a, b in segs)*int(good)

def is_parquet(p):
    """Fully two-particle reducible in the forward or backward channel."""
    if len(p) <= 1:
        return True
    for k in range(1, len(p)):
        if max(p[:k]) < min(p[k:]) or min(p[:k]) > max(p[k:]):
            return is_parquet(p[:k]) and is_parquet(p[k:])
    return False

# ---- small asymmetric model: Fock space vs determinants, Taylor series vs diagrams
eps_s = np.array([-0.9, -0.55, -0.3, 0.25, 0.6, 1.0]); v_s = np.array([.5, .6, .4, .45, .55, .5])
ann, Z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ops = []
for k in range(6):
    M = np.eye(1)
    for j in range(6):
        M = np.kron(M, Z if j < k else ann if j == k else one)
    ops.append(M)
cop = sum(v*o for v, o in zip(v_s, ops)); H0 = sum(x*o.T @ o for x, o in zip(eps_s, ops))
sea = np.zeros(64); sea[0] = 1
for k in range(3):
    sea = ops[k].T @ sea
for g_s, tau in [(0.3, 2.0), (-0.4, 5.0)]:
    prop = expm(-tau*(H0 - g_s*cop.T @ cop - eps_s[:3].sum()*np.eye(64)))
    den = sea @ prop @ sea; num = (cop.T @ sea) @ prop @ (cop.T @ sea)
    det = Determinant(eps_s, v_s, 3, g_s); line, loop = det.at(tau)
    assert abs(num/den/line - 1) < 1e-9
    assert abs(den/(loop*np.exp(-tau*det.shift)) - 1) < 1e-9
xg, wg = np.polynomial.legendre.leggauss(160); taus, wts = 30*(xg + 1), 30*wg
gs = 0.05*np.cos(np.pi*(np.arange(15) + .5)/15); vals = []
for g_s in gs:
    det = Determinant(eps_s, v_s, 3, g_s)
    vals.append(sum(w*np.exp(-0.5*t)*det.at(t)[0] for t, w in zip(taus, wts)))
taylor = np.polynomial.Polynomial.fit(gs, vals, 10).convert().coef
for n in range(4):
    tot = sum(diagram(p, eps_s[3:], v_s[3:]**2, -eps_s[:3], v_s[:3]**2, 0.5) for p in perms(n))
    assert abs(taylor[n] - tot) < 1e-5*max(1.0, abs(tot))

# ---- every diagram to 4th order: (n+1)-th difference in L of the quadrature vs the ordering rule
step = 2.0
def by_quadrature(p):
    out = []
    for L in 12 + step*np.arange(len(p) + 2):
        e = np.exp(-np.arange(0, L + 6.01, step)); w = step*e; w[0] /= 2
        out.append(diagram(p, e, w, e, w, np.exp(-L)))
    return np.array(out)
print("order n: diagrams, parquet, signed count (rule), signed count (quadrature), coefficient")
gsym, Lsym, x, y = sp.symbols("g L x y", positive=True)
coef = lambda f, n: sp.series(f, gsym, 0, 7).removeO().coeff(gsym, n).subs(Lsym, 1)
fpar = (sp.exp(2*gsym*Lsym) - 1)/(2*gsym)
fa = Lsym/(1 - gsym*Lsym); fp = -Lsym + 2*(Lsym + 1/gsym)*sp.log(1 + gsym*Lsym)
envelope = {}
for n in range(1, 6):
    counts = {p: rule_count(p) for p in perms(n)}
    assert all((c != 0) == is_parquet(p) for p, c in counts.items())
    fact = math.factorial(n + 1); total = sum(counts.values())
    assert sp.Rational(total, fact) == coef(fpar, n)
    assert sp.Rational(counts[tuple(range(1, n + 1))], fact) == coef(fa, n)
    assert sp.Rational(counts[tuple(range(n, 0, -1))], fact) == coef(fp, n)
    shown = "-"
    if n <= 4:
        qsum = 0.0
        for p, c in counts.items():
            q = by_quadrature(p); lead = np.diff(q, n + 1)[0]/step**(n + 1)
            assert abs(lead - c) < 0.05
            qsum += lead
            if c == 0:
                assert abs(np.diff(q, 4)[-1]/step**4) < 0.02
                envelope[p] = np.diff(q, 3)[-1]/step**3/6
        shown = f"{qsum:.3f}"
    print(f"  n={n}: {len(counts)}, {sum(c != 0 for c in counts.values())}, {total}, {shown}, {sp.Rational(total, fact)}")
    if n in (2, 3):
        print("   each diagram:", ", ".join("".join(map(str, p)) + f": {sp.Rational(c, fact)}" for p, c in counts.items()))
assert abs(envelope[(2, 4, 1, 3)]/(-np.pi**2/18) - 1) < 1e-2
assert abs(envelope[(3, 1, 4, 2)]/(np.pi**2/18) - 1) < 1e-2
print(f"envelope L^3 coefficients: 2413 {envelope[(2,4,1,3)]:.4f}, 3142 {envelope[(3,1,4,2)]:.4f}; pi^2/18 = {np.pi**2/18:.4f}")
print("series coefficients n=0..4, a ladder:", [coef(fa, n) for n in range(5)])
print("series coefficients n=0..4, p ladder:", [coef(fp, n) for n in range(5)])
vert = gsym/2*(sp.exp(gsym*(2*Lsym - x - y)) + sp.exp(gsym*(y - x)))
closed = Lsym + 2*sp.integrate(sp.integrate(sp.expand(vert), (x, 0, y)), (y, 0, Lsym))
assert sp.simplify(sp.expand(closed - fpar)) == 0

# ---- grid solution of the coupled Bethe-Salpeter (parquet) equations in log variables
def solve_parquet(g, L, N, channels):
    M = N + 1; idx = np.arange(M); W = np.zeros((M, M))
    for c in range(1, M):
        W[c, :c + 1] = L/N; W[c, 0] /= 2; W[c, c] /= 2
    I, J, B = np.meshgrid(idx, idx, idx, indexing="ij")   # in leg, out leg, background cutoff
    types = [s + t for s in "LR" for t in "LR"]           # side in time of in and out leg
    plan = {}
    for ch in channels:
        u, d = ("L", "R") if ch == "a" else ("R", "L")
        for s, t in types:
            b1 = np.minimum(B, J) if t == u else B
            b2 = np.minimum(B, I) if s == d else B
            plan[ch, s + t] = (s + d, u + t, (I[..., None]*M + idx)*M + b1[..., None],
                               (idx*M + J[..., None])*M + b2[..., None], W[np.minimum(b1, b2)])
    gam = {(ch, ty): np.zeros((M, M, M)) for ch in "ap" for ty in types}
    for _ in range(300):
        new = dict(gam)
        for (ch, ty), (t1, t2, f1, f2, w) in plan.items():
            irr = g + gam["p" if ch == "a" else "a", t1]
            full = g + gam["a", t2] + gam["p", t2]
            new[ch, ty] = (1 if ch == "a" else -1)*(np.take(irr, f1)*np.take(full, f2)*w).sum(-1)
        change = max(np.abs(new[k] - gam[k]).max() for k in gam); gam = new
        if change < 1e-9:
            break
    assert change < 1e-9
    G = g + gam["a", "LR"] + gam["p", "LR"]
    return L + W[N] @ G[:, :, N] @ W[N], gam, G, W

rho, U, xi0, w0 = 0.2, 0.5, 5.0, 0.025
g = rho*U; L = np.log(xi0/w0); N = 20
num_par, gam, G, W = solve_parquet(g, L, N, "ap")
l = np.linspace(0, L, N + 1); dg = np.arange(N + 1)
for b in dg:
    s = l[:b + 1]
    ref = g/2*(np.exp(g*(2*l[b] - s[:, None] - s[None])) + np.exp(g*abs(s[:, None] - s[None])))
    assert np.abs(G[:b + 1, :b + 1, b] - ref).max() < 2e-3*g      # trapezoid error O((g h)^2)
    assert abs(1 + W[b] @ G[:, b, b] - np.exp(g*l[b])) < 1e-3
for ty in ("LL", "LR", "RL", "RR"):
    assert np.abs(gam["a", ty][dg, dg, dg] - g*g*l).max() < 2e-3*g
    assert np.abs(gam["p", ty][dg, dg, dg] + g*g*l).max() < 2e-3*g
num_a = solve_parquet(g, L, N, "a")[0]; num_p = solve_parquet(g, L, N, "p")[0]
for numv, f in [(num_par, chi_parquet), (num_a, chi_a), (num_p, chi_p)]:
    assert abs(numv/f(g, L) - 1) < 1e-3

# ---- all-order determinants on a logarithmic band grid
Lam = 1.35; edges = Lam**-np.arange(86.0); width = edges[:-1] - edges[1:]
lev = width/np.log(Lam)
eps = np.concatenate([-lev, lev[::-1]]); vv = np.sqrt(np.concatenate([width, width[::-1]]))
def chi_det(g, Om):
    det = Determinant(eps, vv, len(lev), g); o = f = 0.0
    for t in np.exp(np.arange(-16, np.log(40/Om), 0.25)):
        line, loop = det.at(t); wt = 0.25*t*np.exp(-Om*t)*line
        o += wt; f += wt*loop
    return o, f
print("determinant exponents: g, open line, 2 delta/pi, 2g, loops, (delta/pi)^2")
slopes = {}
for gg in (0.05, 0.1, -0.1):
    det = Determinant(eps, vv, len(lev), gg); (l1, c1), (l2, c2) = det.at(1e4), det.at(1e6)
    so, sl = 1 + np.log(l2/l1)/np.log(100), -np.log(c2/c1)/np.log(100)
    dp = np.arctan(np.pi*gg)/np.pi; slopes[gg] = (so, sl)
    assert abs(so - 2*dp) < 5e-4 and abs(sl - dp**2) < 2e-4
    assert abs(so - 2*gg) < 8*abs(gg)**3 and abs(sl/gg**2 - 1) < 0.1
    print(f"  {gg:+.2f}: {so:.4f}, {2*dp:.4f}, {2*gg:.4f}, {sl:.5f}, {dp**2:.5f}")
print("gL = 0.5, relative deviation from parquet chi: g, L, open, full, a ladder, p ladder")
devs = []
for LL in (4.0, 8.0, 16.0):
    gg = 0.5/LL; o, f = chi_det(gg, 1/np.expm1(LL)); ref = chi_parquet(gg, LL)
    da, dpl = chi_a(gg, LL)/ref - 1, chi_p(gg, LL)/ref - 1
    assert abs(o/ref - 1) < 4*gg**2 and abs(f/ref - 1) < gg and min(abs(da), abs(dpl)) > 0.1
    devs.append(abs(f/ref - 1))
    print(f"  {gg:.5f}, {LL:.0f}, {o/ref-1:+.4f}, {f/ref-1:+.4f}, {da:+.4f}, {dpl:+.4f}")
assert devs[2] < 0.7*devs[1] < 0.49*devs[0]

# ---- continuation, dispersion relation, ladder pole, local exponents
al = 2*g; pref = np.sin(np.pi*al)/(np.pi*al)
im_chi = chi_parquet(g, L + 1j*np.pi).imag
disp = quad(lambda u: pref*np.exp((1 - al)*u)/(np.exp(u) + np.exp(-L)), -60, 200, points=[-L], limit=400)[0]
assert abs(disp/(chi_parquet(g, L) + 1/al) - 1) < 1e-7
assert abs(im_chi/(np.pi*np.exp(al*L)) - 1) < (np.pi*al)**2/6
bubble = lambda u: quad(lambda s: 1/(1 + np.exp(s - u)), 0, u + 40, points=[u])[0]
pole = xi0*np.exp(-brentq(lambda u: 1 - g*bubble(u), 1, 30))
assert abs(pole/(xi0/np.expm1(1/g)) - 1) < 1e-6
open_pole = chi_det(g, pole/xi0)[0]
assert abs(open_pole/chi_parquet(g, 1/g) - 1) < 0.08
enh = {"parquet": np.exp(al*L), "a ladder": (1 - g*L)**-2, "p ladder": 1 + 2*np.log(1 + g*L)}
expo = {"parquet": al, "a ladder": al/(1 - g*L), "p ladder": al/((1 + g*L)*enh["p ladder"])}
fun = {"parquet": chi_parquet, "a ladder": chi_a, "p ladder": chi_p}; h = 1e-3
for k, f in fun.items():
    d1 = (f(g, L + h) - f(g, L - h))/(2*h); d2 = (f(g, L + h) - 2*f(g, L) + f(g, L - h))/h**2
    assert abs(d1/enh[k] - 1) < 1e-5 and abs(d2/d1/expo[k] - 1) < 1e-4
o, f = chi_det(g, w0/xi0)
assert abs(o/chi_parquet(g, L) - 1) < 4*g*g

print(f"example: rho = {rho} 1/eV, U = {U} eV, xi0 = {xi0} eV, w = Om = {w0} eV = {w0/HARTREE:.4e} hartree")
print(f"g = {g:.3f}, L = {L:.4f}, gL = {g*L:.4f}, g^2 L = {g*g*L:.4f}, 2g = {al:.3f}")
print(f"soft-leg gamma_a = {gam['a','LR'][N,N,N]:.5f}, gamma_p = {gam['p','LR'][N,N,N]:.5f}, Gamma = {G[N,N,N]:.5f} (units 1/rho)")
print(f"hard-leg Gamma(0,0;L): grid {G[0,0,N]:.5f}, formula {g/2*(np.exp(al*L)+1):.5f} (units 1/rho)")
print(f"edge vertex Lambda(L): grid {1 + W[N] @ G[:,N,N]:.4f}, formula {np.exp(g*L):.4f}")
print(f"chi, no interaction = {rho*L:.4f} 1/eV")
for k, numv in zip(fun, (num_par, num_a, num_p)):
    print(f"{k}: chi = {rho*fun[k](g, L):.4f} 1/eV (grid {rho*numv:.4f}), enhancement {enh[k]:.4f}, local exponent {expo[k]:.4f}")
print(f"parquet chi = {rho*chi_parquet(g, L)*HARTREE:.3f} 1/hartree")
print(f"determinant chi: open = {rho*o:.4f} 1/eV, full = {rho*f:.4f} 1/eV")
print(f"Im chi: continued = {rho*im_chi:.4f} 1/eV, pi rho (xi0/w)^(2g) = {rho*np.pi*enh['parquet']:.4f} 1/eV")
print(f"sin(2 pi g)/(2 pi g) = {pref:.4f}")
print(f"a-ladder pole below threshold = {pole:.4e} eV = {pole/HARTREE:.4e} hartree")
print(f"chi at that energy: parquet {rho*chi_parquet(g, 1/g):.3f} 1/eV, determinant open {rho*open_pole:.3f} 1/eV")
tot = slopes[0.1][0] - slopes[0.1][1]; dp = np.arctan(np.pi*g)/np.pi
print(f"delta = {np.pi*dp:.4f} rad, full exponent: determinant {tot:.4f}, 2d/pi-(d/pi)^2 = {2*dp-dp**2:.4f}")
print(f"growth of absorption per decade of w: parquet {10**al:.4f}, determinant exponent {10**tot:.4f}")
print("all tests passed")
```

Running it gives:

```
order n: diagrams, parquet, signed count (rule), signed count (quadrature), coefficient
  n=1: 1, 1, 2, 2.000, 1
  n=2: 2, 2, 4, 4.000, 2/3
   each diagram: 12: 1, 21: -1/3
  n=3: 6, 6, 8, 8.001, 1/3
   each diagram: 123: 1, 132: -1/3, 213: -1/3, 231: -1/12, 312: -1/12, 321: 1/6
  n=4: 24, 22, 16, 15.997, 2/15
  n=5: 120, 90, 32, -, 2/45
envelope L^3 coefficients: 2413 -0.5490, 3142 0.5490; pi^2/18 = 0.5483
series coefficients n=0..4, a ladder: [1, 1, 1, 1, 1]
series coefficients n=0..4, p ladder: [1, 1, -1/3, 1/6, -1/10]
determinant exponents: g, open line, 2 delta/pi, 2g, loops, (delta/pi)^2
  +0.05: 0.0992, 0.0992, 0.1000, 0.00246, 0.00246
  +0.10: 0.1938, 0.1938, 0.2000, 0.00939, 0.00939
  -0.10: -0.1938, -0.1938, -0.2000, 0.00939, 0.00939
gL = 0.5, relative deviation from parquet chi: g, L, open, full, a ladder, p ladder
  0.12500, 4, -0.0227, -0.0636, +0.1640, -0.1661
  0.06250, 8, -0.0062, -0.0256, +0.1640, -0.1661
  0.03125, 16, -0.0014, -0.0108, +0.1640, -0.1661
example: rho = 0.2 1/eV, U = 0.5 eV, xi0 = 5.0 eV, w = Om = 0.025 eV = 9.1873e-04 hartree
g = 0.100, L = 5.2983, gL = 0.5298, g^2 L = 0.0530, 2g = 0.200
soft-leg gamma_a = 0.05299, gamma_p = -0.05299, Gamma = 0.10000 (units 1/rho)
hard-leg Gamma(0,0;L): grid 0.19428, formula 0.19427 (units 1/rho)
edge vertex Lambda(L): grid 1.6987, formula 1.6986
chi, no interaction = 1.0597 1/eV
parquet: chi = 1.8854 1/eV (grid 1.8856), enhancement 2.8854, local exponent 0.2000
a ladder: chi = 2.2538 1/eV (grid 2.2538), enhancement 4.5237, local exponent 0.4254
p ladder: chi = 1.5420 1/eV (grid 1.5421), enhancement 1.8503, local exponent 0.0707
parquet chi = 51.304 1/hartree
determinant chi: open = 1.8572 1/eV, full = 1.7932 1/eV
Im chi: continued = 1.6960 1/eV, pi rho (xi0/w)^(2g) = 1.8130 1/eV
sin(2 pi g)/(2 pi g) = 0.9355
a-ladder pole below threshold = 2.2701e-04 eV = 8.3425e-06 hartree
chi at that energy: parquet 6.389 1/eV, determinant open 6.164 1/eV
delta = 0.3044 rad, full exponent: determinant 0.1844, 2d/pi-(d/pi)^2 = 0.1844
growth of absorption per decade of w: parquet 1.5849, determinant exponent 1.5290
all tests passed
```
